# Open-Circuit Voltage of a Mixed Oxide Conductor as an Integral

Suppose that the voltage of an oxide membrane between fuel and air is estimated by measuring the ionic share of its conductivity in one of the two gases and multiplying it by the Nernst voltage. For the doped oxide treated below, the value measured in the fuel gas predicts 0.10 V, the value measured in air predicts 1.07 V, and their average predicts 0.58 V. The voltage that follows from transport in the same model is 0.88 V. The ionic share changes through the membrane, and the voltage collects a contribution from every value that it takes.

Let a dense, homogeneous oxide occupy $0<x<L$, with the fuel gas at $x=0$ and air at $x=L$. The temperature $T$ is uniform. Oxide ions carry current with conductivity $\sigma_{\rm ion}$, electrons and holes together with $\sigma_{\rm el}$. The oxygen chemical potential per mole of O$_2$ is

$$\mu=\mu^\circ+RT\ln (p/p^\circ),$$

where $p$ is the oxygen pressure, treated as that of an ideal gas, and $p^\circ=1$ bar. Inside the oxide, $p$ means the pressure of a gas that would be in equilibrium with the material at that point. One prime marks the fuel side, two primes the air side. The result to be derived is

$$E=\frac{1}{4F}\int_{\mu'}^{\mu''}t_{\rm ion}(\mu)\,d\mu,\qquad t_{\rm ion}=\frac{\sigma_{\rm ion}}{\sigma_{\rm ion}+\sigma_{\rm el}},$$

where $E$ is the potential of the air terminal minus that of the fuel terminal and $F$ is the Faraday constant.

With electric potential $\phi$, the electrochemical potentials per mole of oxide ions (charge $-2F$) and of electrons (charge $-F$) are

$$\eta_{\rm O}=\mu_{\rm O}-2F\phi,\qquad \eta_e=\mu_e-F\phi .$$

Each species is taken to respond linearly to its own gradient alone, so cross coefficients are neglected. The current densities, positive towards air, are then

$$j_{\rm ion}=\frac{\sigma_{\rm ion}}{2F}\frac{d\eta_{\rm O}}{dx},\qquad j_{\rm el}=\frac{\sigma_{\rm el}}{F}\frac{d\eta_e}{dx}.$$

The signs follow from Ohm's law. In a chemically uniform material $d\eta_{\rm O}=-2F\,d\phi$ and $d\eta_e=-F\,d\phi$, so each current becomes $-\sigma\,d\phi/dx$. Holes fit the same expression: in equilibrium with electrons they have $\eta_h=-\eta_e$, and their opposite charge restores the sign.

Reactions between defects are assumed fast enough to keep local equilibrium. The reaction $\tfrac12{\rm O}_2+2e^-\rightleftharpoons{\rm O}^{2-}$ then gives

$$\tfrac12\mu+2\eta_e=\eta_{\rm O},\qquad \frac{d\eta_{\rm O}}{dx}=\frac12\frac{d\mu}{dx}+2\frac{d\eta_e}{dx}.$$

Neutrality makes the total current the same at every $x$. No current leaves through the voltmeter, so this total is zero. Inserting the last relation into $j_{\rm ion}+j_{\rm el}=0$ and multiplying by $F$,

$$\sigma_{\rm ion}\left(\frac14\frac{d\mu}{dx}+\frac{d\eta_e}{dx}\right)+\sigma_{\rm el}\frac{d\eta_e}{dx}=0,$$

$$\frac{d\eta_e}{dx}=-\frac{t_{\rm ion}}{4}\frac{d\mu}{dx}.$$

The terminals are leads of the same metal at the same temperature. Their electrons have equal chemical parts, so a difference in $\eta_e$ between them is $-F$ times the difference in electric potential. If electrons are in equilibrium across each contact,

$$E=-\frac{\eta_e(L)-\eta_e(0)}{F}=\frac1{4F}\int_0^L t_{\rm ion}\frac{d\mu}{dx}\,dx .$$

When $t_{\rm ion}$ depends on position only through $\mu$, the integrand is the derivative of a function of $\mu$, and the integral over $x$ becomes the stated integral between $\mu'$ and $\mu''$. This also requires the oxide surfaces to be in equilibrium with their gases. Neither the thickness nor the shape of the profile enters. A profile still changing in time gives the same voltage if its two ends are fixed and the other assumptions hold.

A thin slice acts as a small source of voltage $d\mu/4F$, with an ionic internal resistance proportional to $1/\sigma_{\rm ion}$ and an electronic shunt proportional to $1/\sigma_{\rm el}$. The divider leaves the fraction

$$\frac{1/\sigma_{\rm el}}{1/\sigma_{\rm ion}+1/\sigma_{\rm el}}=t_{\rm ion}.$$

The slices are in series, so their voltages add.

For $t_{\rm ion}=1$ throughout, the integral is the Nernst voltage

$$E_N=\frac{\mu''-\mu'}{4F}=\frac{RT}{4F}\ln\frac{p''}{p'} .$$

In general $E/E_N$ is the average of $t_{\rm ion}$ over $\mu$. The endpoint values have another role. Differentiating the integral with respect to one limit, with the other gas held fixed, gives

$$\frac{\partial E}{\partial\mu''}=\frac{t_{\rm ion}(\mu'')}{4F},\qquad \frac{\partial E}{\partial\mu'}=-\frac{t_{\rm ion}(\mu')}{4F}.$$

An endpoint value is thus the response of the voltage to a small change of the gas at that end. To see when it also gives the voltage itself, put $\Delta=\mu''-\mu'$ and expand $t_{\rm ion}$ about the air end:

$$E=\frac1{4F}\left[t_{\rm ion}(\mu'')\Delta-\frac12\frac{dt_{\rm ion}}{d\mu}\bigg|_{\mu''}\Delta^2+\cdots\right].$$

The endpoint product is correct to first order in $\Delta$, so it serves when the pressure ratio is close to one. Over a wide interval it is correct for constant $t_{\rm ion}$. A $t_{\rm ion}$ that rises and falls can also have an average equal to an endpoint value by coincidence; a strictly monotonic one cannot.

Zero total current does not mean that the membrane is at rest. Substitution of $d\eta_e/dx$ into the ionic current gives

$$j_{\rm ion}=\frac{\sigma_{\rm ion}}{2F}\left(\frac12-\frac{t_{\rm ion}}2\right)\frac{d\mu}{dx}
=\frac{\sigma_{\rm ion}(1-t_{\rm ion})}{4F}\frac{d\mu}{dx}.$$

It is positive when $\mu$ rises towards air: the negative oxide ions move towards the fuel, and an equal and opposite electronic current balances their charge. In steady state $j_{\rm ion}$ is uniform. If $\sigma_{\rm ion}$ is constant, integration over the thickness yields

$$j_{\rm ion}L=\frac{\sigma_{\rm ion}}{4F}\int_{\mu'}^{\mu''}(1-t_{\rm ion})\,d\mu
=\sigma_{\rm ion}(E_N-E).$$

For constant $\sigma_{\rm ion}$ and surfaces in equilibrium with their gases, the missing voltage therefore measures the oxygen leakage. Electrode losses would add to the missing voltage while reducing the leakage. The same current equation gives $dx\propto(1-t_{\rm ion})\,d\mu$, so the average of $t_{\rm ion}$ over thickness is

$$\langle t_{\rm ion}\rangle_x=\frac{\int t_{\rm ion}(1-t_{\rm ion})\,d\mu}{\int(1-t_{\rm ion})\,d\mu}.$$

This differs from $E/E_N$ because leaky material occupies a larger share of the thickness than of the interval in $\mu$.

A closed form needs a defect model. Let immobile acceptors fix the concentration of oxygen vacancies, and let all mobilities be constant. Release of oxygen creates a vacancy and two electrons. With vacancy, electron and hole concentrations $c_V$, $n$ and $h$, the dilute equilibrium laws are

$$c_Vn^2p^{1/2}=\text{constant},\qquad nh=\text{constant}.$$

At fixed $c_V$ these give $n\propto p^{-1/4}$ and $h\propto p^{1/4}$. Define $p_n$ and $p_p$ as the pressures at which the electron and hole conductivities, respectively, equal $\sigma_{\rm ion}$. Then

$$t_{\rm ion}=\frac1{1+(p_n/p)^{1/4}+(p/p_p)^{1/4}} .$$

Set $u=(p/p^\circ)^{1/4}$, $a=(p_n/p^\circ)^{1/4}$ and $b=(p_p/p^\circ)^{1/4}$. Since $d\mu=4RT\,du/u$,

$$E=\frac{RT}{F}\int_{u'}^{u''}\frac{du}{u+a+u^2/b}
=\frac{RT}{F}\int_{u'}^{u''}\frac{b\,du}{u^2+bu+ab}.$$

For $b>4a$ the denominator is $(u+r_1)(u+r_2)$, with

$$r_{1,2}=\frac{b\pm s}{2},\qquad s=\sqrt{b^2-4ab}=r_1-r_2 .$$

Partial fractions give

$$\frac1{(u+r_1)(u+r_2)}=\frac1s\left(\frac1{u+r_2}-\frac1{u+r_1}\right),$$

$$E=\frac{RT}{F}\frac bs\ln\frac{(u''+r_2)(u'+r_1)}{(u'+r_2)(u''+r_1)} .$$

When holes are negligible, $b\to\infty$. Then $s/b\to1$, $r_1\to b$ and $r_2=ab/r_1\to a$, while $(u'+r_1)/(u''+r_1)\to1$. What remains is

$$E=\frac{RT}{F}\ln\frac{u''+a}{u'+a}.$$

If $a\ll u'$, this is the Nernst voltage. If instead $u'\ll a\ll u''$, it becomes $(RT/4F)\ln(p''/p_n)$: the voltage has saturated, and further reduction of the fuel gas hardly raises it. The pressure $p_n$ has taken the place of the fuel pressure.

The example uses rough typical values for an acceptor-doped ceria electrolyte in a fuel cell: $T=973$ K, $p'=10^{-23}$ bar, $p''=0.21$ bar, $p_n=10^{-19}$ bar, $p_p=10^8$ bar, $\sigma_{\rm ion}=0.030$ S/cm and $L=0.50$ mm. Here $RT/F=0.08385$ V, and

$$E_N=\frac{0.08385\ {\rm V}}4\ln(2.1\times10^{22})=1.077\ {\rm V}.$$

On the fuel side $a/u'=(10^4)^{1/4}=10$, so $t_{\rm ion}=1/11=0.091$. On the air side $t_{\rm ion}=0.993$, the small deficit being due to holes. Since $u''/a=(2.1\times10^{18})^{1/4}=3.81\times10^4$, the formula without holes gives

$$E\simeq0.08385\ {\rm V}\times\ln\frac{3.81\times10^4}{1.1}=0.876\ {\rm V}.$$

The full closed form also rounds to 0.876 V; holes lower it by less than 1 mV. The average of $t_{\rm ion}$ over $\mu$ is $0.876/1.077=0.813$. The leakage current density is

$$j_{\rm ion}=\frac{0.030\ {\rm S/cm}\times(1.0774-0.8758)\ {\rm V}}{0.050\ {\rm cm}}=0.121\ {\rm A/cm^2}.$$

The average over thickness is much smaller, 0.381. Its origin can be followed without holes. With $w=a/u$ one has $t_{\rm ion}=1/(1+w)$ and $d\mu=-4RT\,dw/w$, so $(1-t_{\rm ion})\,d\mu=-4RT\,dw/(1+w)$. As $w$ falls from 10 to nearly zero,

$$\langle t_{\rm ion}\rangle_x\simeq\frac{\int_0^{10}dw/(1+w)^2}{\int_0^{10}dw/(1+w)}=\frac{10/11}{\ln 11}=0.379 .$$

Most of the thickness is thus poorly ionic, although most of the interval in $\mu$ is highly ionic.

The integral can be tested by a calculation that does not use it. Let $J_V$, $J_n$ and $J_h$ be the particle fluxes of vacancies, electrons and holes, and let $\psi=F\phi/RT$. The Nernst–Planck equations are

$$J_V=-D_V\left(\frac{dc_V}{dx}+2c_V\frac{d\psi}{dx}\right),$$

$$J_n=-D_n\left(\frac{dn}{dx}-n\frac{d\psi}{dx}\right),\qquad
J_h=-D_h\left(\frac{dh}{dx}+h\frac{d\psi}{dx}\right).$$

They are solved with $2J_V+J_h-J_n=0$ and neutrality, $2c_V+h=c_A+n$, where $c_A$ is the acceptor concentration. For dilute electrons $\eta_e=RT\ln n-F\phi$ plus a constant, so the terminal voltage is

$$E=\frac{RT}{F}\left[\psi(L)-\psi(0)-\ln\frac{n(L)}{n(0)}\right].$$

This calculation lets the vacancy concentration vary. With $c_A=2.5\times10^{21}$ cm$^{-3}$ and mobilities of $5.0\times10^{-3}$ cm$^2$/Vs for electrons and holes and $\sigma_{\rm ion}/(ec_A)=7.49\times10^{-5}$ cm$^2$/Vs for vacancies, and with the two equilibrium constants taken over from the fixed-vacancy model at $c_V=c_A/2$, it gives 0.878509 V. The integral, evaluated with the conductivities of this fuller defect model, gives the same six decimals. So does a profile of $\ln n$ made non-monotonic by adding $3\sin(3\pi x/L)$ to a straight line between the same end values.

The endpoint rule was tested in the same model by shifting $\ln p$ at one side by $\pm0.01$ with the other side fixed. The voltage slopes give $t_{\rm ion}=0.1085$ at the fuel side and 0.9932 at the air side, in agreement with the conductivities there.

The fuel-side value exceeds the earlier 0.091 because reduction raises the vacancy concentration by 14.0%. The ionic conductivity rises by the factor 1.14, while $c_Vn^2p^{1/2}=\text{constant}$ lowers $n$ by $1.14^{-1/2}$. The ratio of electronic to ionic conductivity falls from 10 to $10\times1.14^{-3/2}=8.2$, hence $t_{\rm ion}=1/9.2$. The voltage rises by 2.7 mV and the leakage to 0.125 A/cm$^2$, so fixed vacancy content is a good approximation for the voltage here.

The independence from profile rests on $t_{\rm ion}$ being the same function of $\mu$ everywhere, as it is in a homogeneous oxide. Replace the membrane by two layers of equal thickness with the same $\sigma_{\rm ion}$ and $p_p$, but with $p_n=10^{-19}$ bar in material A and $10^{-23}$ bar in material B. Now $t_{\rm ion}$ depends on $\mu$ and on the layer. In steady state the ionic current is continuous, so both layers have the same voltage deficit $(1/4F)\int(1-t_{\rm ion})\,d\mu$. This condition fixes the pressure $p_i$ at the interface. Without holes, subtracting the voltage of a layer between $u_1$ and $u_2$ from its Nernst voltage gives the deficit

$$\frac{RT}{F}\left[\ln\frac{u_2}{u_1}-\ln\frac{u_2+a}{u_1+a}\right]=\frac{RT}{F}\ln\frac{1+a/u_1}{1+a/u_2}.$$

Let $q=(p_i/p')^{1/4}$. With A on the fuel side, $a/u'=10$ for A and 1 for B, and $a/u''$ is negligible for B. Equal deficits require

$$\frac{11}{1+10/q}=1+\frac1q,\qquad 10q^2-11q-10=0,\qquad q=1.69,$$

or $p_i=8.2\times10^{-23}$ bar. Holes shift this to $8.4\times10^{-23}$ bar, and the voltage is 0.999 V. With B on the fuel side the condition is $2/(1+1/q)=1+10/q$, or $q^2-11q-10=0$. Its root $q=11.8$ gives $p_i=2.0\times10^{-19}$ bar; with holes it is $2.1\times10^{-19}$ bar, and the voltage is 0.975 V. Reversing the layers changes the voltage by 24 mV although the gases are the same. The local relation for $d\eta_e/dx$ still holds in each layer, but integrating it across both layers now requires the interface pressure, which depends on transport through both. Within each layer the shape of the profile still does not matter.

Beside a real ceria cell near 700 °C, the temperature, gas pressures and ionic conductivity chosen here are of ordinary size. The thickness is that of a self-supported pellet; electrode-supported electrolytes are only tens of micrometres thick. The value of $p_n$ is known only roughly for such a generic case, and it matters: ten times larger, with all else fixed, it lowers $E$ by 45 mV. Real electrodes also break the assumption of equilibrium between gas and surface, because the leaking oxygen must pass through them. A simple model gives each electrode a resistance $R_e=0.10$ ohm cm$^2$, again a rough value, and keeps electrons in equilibrium between oxide and lead. The surface potentials become

$$\mu'_s=\mu'+4Fj_{\rm ion}R_e,\qquad \mu''_s=\mu''-4Fj_{\rm ion}R_e .$$

Solved together with the leakage equation, they give $j_{\rm ion}=0.115$ A/cm$^2$ and $E=0.863$ V, which is 12.5 mV below the value for ideal electrodes. The endpoint slopes account for the shift to first order:

$$\delta E\simeq-j_{\rm ion}R_e\,[t_{\rm ion}(\mu')+t_{\rm ion}(\mu'')]
=-11.47\ {\rm mV}\times(0.091+0.993)=-12.4\ {\rm mV}.$$

Nearly all of it comes from the air electrode, since the voltage responds weakly to oxygen potential at the fuel surface. In this model a thinner membrane with the same conductivity and electrode resistance leaks more, so its polarization loss is larger: at $L=20$ µm the same equations give a loss of about 0.16 V. For such thin membranes the integral must be taken between the surface potentials, and the gas pressures alone no longer give the voltage.

The bulk screening length, estimated with a relative permittivity of 30, is 0.17 nm. That is too short to describe a literal continuum layer, but it supports neutrality over a thickness of 0.50 mm. It does not settle what happens at grain boundaries. Interactions between defects, which the dilute laws ignore although about one cation in ten is an acceptor, cross coefficients, temperature differences, mechanical stress and gas leaks through cracks or seals lie outside the model, and their effect on the voltage has not been estimated here. The computed values are collected in the numerical output.

## Computed results

```
INPUTS (rough typical values)
temperature: 973 K
oxygen pressure, fuel side: 1.0e-23 bar
oxygen pressure, air side: 0.21 bar
p_n, electron = ionic conductivity: 1.0e-19 bar
p_p, hole = ionic conductivity: 1.0e+08 bar
ionic conductivity: 0.030 S/cm
thickness: 0.50 mm
acceptor concentration: 2.50e+21 1/cm3
cation concentration: 2.50e+22 1/cm3
electron mobility: 5.0e-03 cm2/Vs
resistance of each electrode: 0.10 ohm cm2
relative permittivity: 30
VOLTAGE, fixed vacancy content
RT/F: 0.08385 V
Nernst voltage: 1.0774 V
t_ion at fuel side: 0.0909
t_ion at air side: 0.9933
open-circuit voltage, integral: 0.8758 V
mean t_ion over chemical potential: 0.8129
mean t_ion over thickness: 0.3808
fuel endpoint prediction: 0.0979 V
air endpoint prediction: 1.0701 V
endpoint average prediction: 0.5840 V
leakage current density: 0.1210 A/cm2
TRANSPORT SOLUTION, full neutrality
vacancy mobility: 7.49e-05 cm2/Vs
voltage from Nernst-Planck: 0.878509 V
voltage from integral: 0.878509 V
voltage, non-monotonic profile: 0.878509 V
t_ion from voltage slope, fuel side: 0.1085
t_ion from conductivities, fuel side: 0.1085
t_ion from voltage slope, air side: 0.9932
t_ion from conductivities, air side: 0.9932
leakage current density: 0.1248 A/cm2
TWO EQUAL LAYERS
p_n of second material: 1.0e-23 bar
first material on fuel side: 0.9987 V
interface pressure in that order: 8.36e-23 bar
second material on fuel side: 0.9746 V
interface pressure in that order: 2.07e-19 bar
NEGLECTED EFFECTS
voltage change, full neutrality: 2.72 mV
electrons per cation at fuel side: 0.0140
vacancy increase at fuel side: 14.0 %
voltage with electrode polarization: 0.8633 V
voltage change, polarization: -12.5 mV
leakage with polarization: 0.1147 A/cm2
fuel-side surface pressure: 1.73e-23 bar
air-side surface pressure: 0.121 bar
voltage change, p_n ten times larger: -44.9 mV
screening length: 0.17 nm
```
